**Surface depletion of n-type silicon by trapped electrons**

For donor density \(N_D\), trapped sheet density \(N_s\) and permittivity \(\varepsilon\), the depletion width is \(W=N_s/N_D\) and the band bending is \(\psi_{\rm dep}=qN_s^2/(2\varepsilon N_D)\), provided that few holes gather at the surface. The output gives 100 nm and 0.773 eV for \(N_D=10^{17}\ \mathrm{cm^{-3}}\) and \(N_s=10^{12}\ \mathrm{cm^{-2}}\), and 0.793 eV once mobile carriers are included. The program solves the nonlinear Poisson equation by finite differences and asserts that, without holes, the bending exceeds \(\psi_{\rm dep}\) by \(kT/q\) to within 1 percent of \(kT/q\). It also asserts that the grid solution agrees with the first integral in bending, hole sheet density and depleted charge for the example, for 400 K and for twice the trapped charge. A self-consistent midgap trap level is checked against the same solver; it holds \(6.9\times10^{11}\) electrons per \(\mathrm{cm^2}\) on \(10^{12}\) states. The lateral potential spread from randomly placed traps, 67.4 meV at 10 nm depth, is compared with sampled sums over image charges, which give 67.8 meV. Material parameters are rough typical values.

## Verification by program

```python
"""
Result under test: n-type silicon (donor density ND) whose bare surface holds
NS trapped electrons per area is depleted to W = NS/ND, and its bands bend up
by psi_dep = q NS^2 / (2 eps ND), as long as few holes gather at the surface.
Symbols: u = q psi/(kT) reduced upward band bending, nb and pb bulk electron
and hole densities, r = pb/nb, LD = sqrt(eps kT/(q^2 nb)) Debye length.
The closed formulas are compared with a finite-difference solution of the
nonlinear Poisson equation. Lengths are in cm and potentials in V unless a
name says otherwise. Material parameters are rough typical values.
"""
import numpy as np
from scipy.constants import e as q, k as kB, epsilon_0
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

ND, NS, T0 = 1e17, 1e12, 300.0
eps_r, gap300, Nc300, Nv300 = 11.7, 1.12, 2.8e19, 2.6e19
gap_slope = -2.7e-4            # eV per K, rough
donor_depth = 0.045            # eV, rough, phosphorus-like
breakdown_field = 0.6          # MV/cm, rough, at this doping
lattice_nm = 0.543
eps = eps_r * epsilon_0 / 100  # F/cm


def bulk(T):
    """Thermal voltage, gap, Nc, intrinsic density, nb, pb and Debye length."""
    vt = kB * T / q
    gap = gap300 + gap_slope * (T - 300)
    scale = (T / 300) ** 1.5
    ni = scale * np.sqrt(Nc300 * Nv300) * np.exp(-gap / (2 * vt))
    nb = (ND + np.sqrt(ND**2 + 4 * ni**2)) / 2
    return vt, gap, Nc300 * scale, ni, nb, ni**2 / nb, np.sqrt(eps * vt / (q * nb))


def first_integral(u, r):
    return np.exp(-u) + u - 1 + r * (np.exp(u) - u - 1)


def analytic(ns, T):
    """Surface bending and hole sheet density from the first integral."""
    vt, _, _, _, nb, pb, LD = bulk(T)
    r = pb / nb
    target = q * ns**2 / (2 * eps * vt * nb)
    us = brentq(lambda u: first_integral(u, r) - target, 1e-6, 60, xtol=1e-12)
    holes = quad(lambda u: pb * np.expm1(u) * LD
                 / np.sqrt(2 * first_integral(u, r)), 1e-3, us, limit=300)[0]
    return us * vt, holes


def poisson(ns, T, with_holes=True):
    """Newton solution on a grid; returns depth, u, hole and electron sheets."""
    vt, _, _, _, nb, pb, LD = bulk(T)
    r = pb / nb if with_holes else 0.0
    slope = q * ns / eps * LD / vt
    x = np.linspace(0, 25, 8001)
    h = x[1]
    u = np.maximum(slope - x, 0) ** 2 / 2
    if with_holes:
        u = np.minimum(u, 3 - np.log(r))
    for _ in range(300):
        charge = 1 - np.exp(-u) + r * np.expm1(u)
        res = np.zeros_like(u)
        res[1:-1] = (u[:-2] - 2 * u[1:-1] + u[2:]) / h**2 - charge[1:-1]
        res[0] = 2 * (u[1] - u[0]) / h**2 + 2 * slope / h - charge[0]
        res[-1] = u[-1]
        band = np.zeros((3, len(x)))
        band[0, 1:] = 1 / h**2
        band[0, 1] = 2 / h**2
        band[1] = -2 / h**2 - np.exp(-u) - r * np.exp(u)
        band[1, -1] = 1
        band[2, :-1] = 1 / h**2
        band[2, -2] = 0
        step = solve_banded((1, 1), band, -res)
        size = np.max(np.abs(step))
        u = u + step * min(1, 2 / size) if size > 0 else u
        if size < 1e-6:
            break
    else:
        raise RuntimeError("Newton iteration did not converge")

    def area(f):
        return h * (np.sum(f) - (f[0] + f[-1]) / 2) * LD
    return x * LD, u, area(pb * np.expm1(u)), area(-nb * np.expm1(-u))


vt, gap, Nc, ni, nb, pb, LD = bulk(T0)

# Depletion result
W = NS / ND
field = q * NS / eps
psi_dep = q * NS**2 / (2 * eps * ND)
psi_inv = vt * np.log(nb / pb)
NS_onset = np.sqrt(2 * eps * ND * psi_inv / q)
assert NS < NS_onset and psi_dep < psi_inv

# Without holes: the electron tail adds kT/q and the edge sits near W
x0, u0, _, _ = poisson(NS, T0, with_holes=False)
tail_shift = u0[0] * vt - psi_dep
assert abs(tail_shift / vt - 1) < 0.01
depth_at = lambda density: np.interp(-np.log(density), u0[::-1], x0[::-1])
x_half = depth_at(0.5)
edge_width = depth_at(0.9) - depth_at(0.1)
assert abs(x_half - W) < 0.3 * LD
mid = np.searchsorted(x0, W / 2)
parabola = q * ND * (W - x0[mid]) ** 2 / (2 * eps)
assert abs(u0[mid] * vt - parabola - vt) < 0.03 * vt

# With holes: first integral against the grid solution, three cases
results = {}
for ns, T in ((NS, T0), (NS, 400.0), (2 * NS, T0)):
    psi, holes = analytic(ns, T)
    _, u, holes_grid, electrons_grid = poisson(ns, T)
    assert abs(u[0] * bulk(T)[0] - psi) < 5e-4
    assert abs(holes_grid / holes - 1) < 0.01
    assert abs(electrons_grid / (ns - holes) - 1) < 2e-3
    results[ns, T] = psi, holes, (ns - holes) / ND
psi_s, holes_s, W_eff = results[NS, T0]
psi_hot, holes_hot, W_hot = results[NS, 400.0]
psi_double, holes_double, W_double = results[2 * NS, T0]
assert W_hot < W_eff and psi_hot < psi_s
assert psi_double - psi_s < 0.1 * (4 * psi_dep - psi_dep)
assert psi_s < gap  # no overlap of valence and conduction bands

# Surface Fermi level and the traps that can hold the charge
Ec_EF = vt * np.log(Nc / nb)
EF_surface = gap - Ec_EF - psi_s
level = 0.30
states_needed = NS * (1 + np.exp((level - EF_surface) / vt))
states_midgap = NS * (1 + np.exp((gap / 2 - EF_surface) / vt))
surface_atoms = 2 / (lattice_nm * 1e-7) ** 2
assert states_needed < surface_atoms < states_midgap


def midgap_filling(psi):
    return 1 / (1 + np.exp((gap / 2 - (gap - Ec_EF - psi)) / vt))


def charge_from_bending(psi):
    return np.sqrt(2 * eps * vt * nb * first_integral(psi / vt, pb / nb) / q)


psi_mid = brentq(lambda p: NS * midgap_filling(p) - charge_from_bending(p), 0.01, 0.9)
NS_mid = charge_from_bending(psi_mid)
u_mid = poisson(NS_mid, T0)[1][0]
assert abs(NS * midgap_filling(u_mid * vt) / NS_mid - 1) < 0.01
assert NS_mid < 0.9 * NS

# Degeneracy and incomplete ionization in the neutral bulk


def fermi_density(eta):
    f = lambda s: 2 * s * s / (1 + np.exp(s * s - eta))
    return Nc * 2 / np.sqrt(np.pi) * quad(f, 0, 7)[0]


eta = brentq(lambda t: fermi_density(t) - nb, -12, 0)
degeneracy_shift = abs(eta * vt + Ec_EF)
ionized = brentq(lambda f: f * (1 + 2 * f * ND / Nc * np.exp(donor_depth / vt)) - 1,
                 0.01, 1)
assert degeneracy_shift < 0.01 * vt

# Lateral spread from randomly placed traps, 10 nm below the surface
W_nm, z_nm, ns_nm = W * 1e7, 10.0, NS * 1e-14
unit = q / epsilon_0 * 1e9     # V nm


def kernel(k):
    top = np.exp(-k * z_nm) - np.exp(-k * (2 * W_nm - z_nm))
    return unit / k * top / (1 + eps_r + (eps_r - 1) * np.exp(-2 * k * W_nm))


variance = ns_nm * quad(lambda k: k * kernel(k)**2 / (2 * np.pi), 1e-9, 3,
                        limit=500, points=[0.01, 0.1])[0]
spread = np.sqrt(variance)
radius = 600.0
rho = np.linspace(0, radius, 2401)
beta = (eps_r - 1) / (eps_r + 1)
single = np.zeros_like(rho)
for n in range(200):
    near, far = z_nm + 2 * n * W_nm, 2 * (n + 1) * W_nm - z_nm
    single += (-beta)**n * (1 / np.hypot(rho, near) - 1 / np.hypot(rho, far))
single *= unit / (2 * np.pi * (1 + eps_r))
rng = np.random.default_rng(7)
samples = []
for _ in range(3000):
    count = rng.poisson(ns_nm * np.pi * radius**2)
    samples.append(np.interp(radius * np.sqrt(rng.random(count)), rho, single).sum())
spread_sampled = np.std(samples)
# Sampling error of the spread is about 1.5 percent; the finite disc lowers
# the mean by about 1.5 percent.
assert abs(spread_sampled / spread - 1) < 0.07
assert abs(np.mean(samples) / (ns_nm * unit * (W_nm - z_nm) / eps_r) - 1) < 0.04


def show(label, value, unit_name, fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit_name}")


print("INPUTS (material values rough)")
show("donor density", ND, "cm^-3")
show("trapped electrons", NS, "cm^-2")
show("temperature", T0, "K")
show("relative permittivity", eps_r, "(no unit)")
show("gap at 300 K", gap300, "eV")
show("gap slope with temperature", gap_slope * 1e3, "meV/K")
show("conduction density of states at 300 K", Nc300, "cm^-3")
show("valence density of states at 300 K", Nv300, "cm^-3")
show("donor depth", donor_depth * 1e3, "meV")
show("lattice constant", lattice_nm, "nm")
print("DEPLETION RESULT")
show("permittivity of silicon", eps, "F/cm")
show("depletion width W", W * 1e7, "nm", ".2f")
show("depletion width W, converted", W * 1e4, "um", ".4f")
show("surface field", field * 1e-6, "MV/cm")
show("band bending, depletion", psi_dep, "eV", ".4f")
print("VALIDITY AND MOBILE CARRIERS, 300 K")
show("thermal energy kT", vt * 1e3, "meV", ".2f")
show("intrinsic density", ni, "cm^-3", ".3g")
show("bending at inversion onset", psi_inv, "eV", ".4f")
show("trapped charge at onset", NS_onset, "cm^-2")
show("Debye length", LD * 1e7, "nm", ".2f")
show("bending added by electron tail", tail_shift * 1e3, "meV", ".2f")
show("depth where n = ND/2 (no holes)", x_half * 1e7, "nm", ".1f")
show("10 to 90 percent edge width", edge_width * 1e7, "nm", ".1f")
show("bending with electrons and holes", psi_s, "eV", ".4f")
show("surface hole density", pb * np.exp(psi_s / vt), "cm^-3", ".3g")
show("hole sheet density", holes_s, "cm^-2", ".3g")
show("effective depletion width", W_eff * 1e7, "nm", ".2f")
print("TWICE THE TRAPPED CHARGE, 300 K")
show("bending, depletion formula", 4 * psi_dep, "eV", ".3f")
show("bending with holes", psi_double, "eV", ".3f")
show("hole sheet density", holes_double, "cm^-2", ".3g")
show("effective depletion width", W_double * 1e7, "nm", ".1f")
print("SAME TRAPPED CHARGE, 400 K")
show("bending with holes", psi_hot, "eV", ".3f")
show("hole sheet density", holes_hot, "cm^-2", ".3g")
show("effective depletion width", W_hot * 1e7, "nm", ".1f")
print("TRAP ENERGY, 300 K")
show("bulk Ec - EF", Ec_EF, "eV", ".4f")
show("surface EF - Ev", EF_surface, "eV", ".4f")
show("states needed at Ev + 0.30 eV", states_needed, "cm^-2", ".2g")
show("states needed at midgap", states_midgap, "cm^-2", ".2g")
show("atoms in a (100) surface layer", surface_atoms, "cm^-2", ".2g")
show("charge held by 1e12 cm^-2 midgap states", NS_mid, "cm^-2", ".3g")
show("bending with those midgap states", psi_mid, "eV", ".3f")
print("OTHER NEGLECTED EFFECTS")
show("Fermi level shift by degeneracy", degeneracy_shift * 1e3, "meV", ".2g")
show("ionized donor fraction in bulk", ionized, "(no unit)", ".3f")
show("surface field / rough breakdown field", field * 1e-6 / breakdown_field,
     "(no unit)", ".2f")
show("gap minus bending (tunnelling closed if > 0)", gap - psi_s, "eV", ".3f")
show("lateral rms spread 10 nm deep, formula", spread * 1e3, "meV", ".1f")
show("lateral rms spread 10 nm deep, sampled", spread_sampled * 1e3, "meV", ".1f")
print("all assertions hold")
```

Output:

```
INPUTS (material values rough)
donor density: 1e+17 cm^-3
trapped electrons: 1e+12 cm^-2
temperature: 300 K
relative permittivity: 11.7 (no unit)
gap at 300 K: 1.12 eV
gap slope with temperature: -0.27 meV/K
conduction density of states at 300 K: 2.8e+19 cm^-3
valence density of states at 300 K: 2.6e+19 cm^-3
donor depth: 45 meV
lattice constant: 0.543 nm
DEPLETION RESULT
permittivity of silicon: 1.036e-12 F/cm
depletion width W: 100.00 nm
depletion width W, converted: 0.1000 um
surface field: 0.1547 MV/cm
band bending, depletion: 0.7733 eV
VALIDITY AND MOBILE CARRIERS, 300 K
thermal energy kT: 25.85 meV
intrinsic density: 1.06e+10 cm^-3
bending at inversion onset: 0.8306 eV
trapped charge at onset: 1.036e+12 cm^-2
Debye length: 12.93 nm
bending added by electron tail: 25.85 meV
depth where n = ND/2 (no holes): 97.9 nm
10 to 90 percent edge width: 44.6 nm
bending with electrons and holes: 0.7931 eV
surface hole density: 2.35e+16 cm^-3
hole sheet density: 4e+09 cm^-2
effective depletion width: 99.60 nm
TWICE THE TRAPPED CHARGE, 300 K
bending, depletion formula: 3.093 eV
bending with holes: 0.945 eV
hole sheet density: 9.21e+11 cm^-2
effective depletion width: 107.9 nm
SAME TRAPPED CHARGE, 400 K
bending with holes: 0.712 eV
hole sheet density: 6.54e+10 cm^-2
effective depletion width: 93.5 nm
TRAP ENERGY, 300 K
bulk Ec - EF: 0.1457 eV
surface EF - Ev: 0.1812 eV
states needed at Ev + 0.30 eV: 1e+14 cm^-2
states needed at midgap: 2.3e+18 cm^-2
atoms in a (100) surface layer: 6.8e+14 cm^-2
charge held by 1e12 cm^-2 midgap states: 6.9e+11 cm^-2
bending with those midgap states: 0.394 eV
OTHER NEGLECTED EFFECTS
Fermi level shift by degeneracy: 0.033 meV
ionized donor fraction in bulk: 0.962 (no unit)
surface field / rough breakdown field: 0.26 (no unit)
gap minus bending (tunnelling closed if > 0): 0.327 eV
lateral rms spread 10 nm deep, formula: 67.4 meV
lateral rms spread 10 nm deep, sampled: 67.8 meV
all assertions hold
```
